\section*{Landau–Zener Spin-Change Probability at a Linear Crossing}

\section{The two-state model}

Q: A metal precursor has a low-spin and a high-spin state whose energies cross as a metal--ligand bond stretches. You want one number for the chance that its spin changes there. What must be assumed before that number exists?

A: Take two diabatic states, $|1\rangle$ and $|2\rangle$, each of fixed spin. Let $x$ be the bond coordinate measured from the crossing. I assume that:
\begin{itemize}
\item the energy gap is linear, $E_1-E_2=\Delta F\,x$, with $\Delta F>0$ the magnitude of the slope difference;
\item the nuclei follow $x=vt$ with constant $v>0$;
\item the spin--orbit coupling $V=\langle 1|H|2\rangle$ is constant;
\item there is one coherent passage, from far before to far after the crossing.
\end{itemize}
The spin--orbit operator connects directly only states whose total spins differ by at most one. For a singlet and a quintet the direct element vanishes, and $V$ can only stand for an effective coupling through an intermediate triplet. I use Hartree atomic units, so $\hbar=1$. With the sweep rate $\alpha=v\,\Delta F$, the gap at time $t$ is $\alpha t$.

The mean energy $(E_1+E_2)/2$ multiplies both amplitudes by the same phase and drops out of all probabilities. What remains is
\begin{equation}
i\dot c_1=\tfrac{\alpha t}{2}c_1+Vc_2,\qquad
i\dot c_2=V^*c_1-\tfrac{\alpha t}{2}c_2 .
\end{equation}

Q: Spin--orbit matrix elements are often complex. Does their phase matter?

A: Not for two states. Write $V=|V|e^{i\varphi}$ and set $a=c_1$, $b=e^{i\varphi}c_2$. Both couplings become $|V|$. Now measure time by $\tau=\sqrt{\alpha}\,t$, so that $d/dt=\sqrt\alpha\,d/d\tau$, and divide by $\sqrt\alpha$. With a prime for $d/d\tau$,
\begin{equation}
ia'=\tfrac{\tau}{2}a+gb,\qquad ib'=ga-\tfrac{\tau}{2}b,\qquad
g=\frac{|V|}{\sqrt\alpha}.
\label{eq:ab}
\end{equation}
One dimensionless parameter is left, $\gamma=g^2=|V|^2/(v\Delta F)$. The system starts in $b$, and the spin-change probability $P$ is the final $|a|^2$.

Q: You chose which state rises relative to the other. What if the slopes are the other way round?

A: Then $\tau/2$ changes sign in both equations. Take their complex conjugates and define $\tilde a=a^*$, $\tilde b=-b^*$. The first, $ia'=-\tfrac{\tau}{2}a+gb$, becomes $i\tilde a'=\tfrac{\tau}{2}\tilde a+g\tilde b$. The second, $ib'=ga+\tfrac{\tau}{2}b$, becomes $i\tilde b'=g\tilde a-\tfrac{\tau}{2}\tilde b$. These are Eqs.~\eqref{eq:ab} again, with unchanged populations.

\section{Solving the equations}

Q: The coefficients depend on time. How do you avoid merely quoting a special function?

A: First remove the phases that each state would acquire without coupling:
\begin{equation}
a=e^{-i\tau^2/4}u,\qquad b=e^{i\tau^2/4}w .
\end{equation}
Since $ia'=e^{-i\tau^2/4}(iu'+\tfrac{\tau}{2}u)$ and $ib'=e^{i\tau^2/4}(iw'-\tfrac{\tau}{2}w)$, the diagonal terms cancel and
\begin{equation}
iu'=g\,e^{i\tau^2/2}w,\qquad iw'=g\,e^{-i\tau^2/2}u .
\label{eq:uw}
\end{equation}
Differentiate the first equation and insert both:
\begin{align}
iu''&=i\tau\,g e^{i\tau^2/2}w+g e^{i\tau^2/2}w'\notag\\
&=i\tau(iu')+g e^{i\tau^2/2}\left(-ig e^{-i\tau^2/2}u\right)
=-\tau u'-i\gamma u .
\end{align}
Multiplication by $-i$ gives
\begin{equation}
u''-i\tau u'+\gamma u=0 .
\label{eq:u}
\end{equation}
Here $\tau$ appears to the first power, so a Fourier-type integral turns the equation into a first-order one. Try
\begin{equation}
u(\tau)=\int_C f(k)e^{ik\tau}\,dk .
\end{equation}
Then $u''$ contributes $-k^2f$ to the integrand. For the middle term use $\tau e^{ik\tau}=-i\,\partial_k e^{ik\tau}$ and integrate by parts:
\begin{equation}
-i\tau u'=\int_C kf\,\tau e^{ik\tau}dk
=-i\int_C kf\,\partial_k e^{ik\tau}dk
=i\int_C (kf)'e^{ik\tau}dk ,
\end{equation}
provided the end terms vanish; inside this integral the prime means $d/dk$. Equation~\eqref{eq:u} holds if $-k^2f+i(kf)'+\gamma f=0$. With $F=kf$ this reads
\begin{equation}
\frac{F'}{F}=-ik+\frac{i\gamma}{k}
\quad\Rightarrow\quad
F=k^{i\gamma}e^{-ik^2/2},\qquad f=k^{i\gamma-1}e^{-ik^2/2}.
\end{equation}

Q: The end terms and the singularity at $k=0$ are where I would expect an error.

A: Let $C$ come in from infinity along the direction $e^{3\pi i/4}$, pass below the origin, and leave along $e^{-i\pi/4}$. In both directions $k^2=-ir^2$ with $r=|k|$, so $e^{-ik^2/2}=e^{-r^2/2}$ and the end terms vanish. Put the branch cut of $k^{i\gamma}$ on the positive imaginary axis, which $C$ does not touch, and let $\arg k$ run from $-3\pi/2$ to $\pi/2$.

The first of Eqs.~\eqref{eq:uw} now gives $w=iu'e^{-i\tau^2/2}/g$. Because $iu'=-\int_C kf e^{ik\tau}dk$, completing the square yields
\begin{align}
w&=-\frac1g\int_C k^{i\gamma}e^{-i(k-\tau)^2/2}\,dk, \label{eq:w}\\
u&=e^{i\tau^2/2}\int_C k^{i\gamma-1}e^{-i(k-\tau)^2/2}\,dk . \label{eq:uint}
\end{align}
The second of Eqs.~\eqref{eq:uw} is then satisfied too: differentiating the first and comparing with Eq.~\eqref{eq:u} leaves that equation for $w'$.

\section{Before and after the crossing}

Q: Does this solution start in the right spin state?

A: For $\tau<0$, deform $C$ into the straight line $k=\tau+se^{-i\pi/4}$ with $s$ real. On it $(k-\tau)^2=-is^2$, so the exponential is the Gaussian $e^{-s^2/2}$. The line meets the imaginary axis at $k=i\tau$, below the origin, so the cut is not crossed. Its distance from the origin is $|\tau|/\sqrt2$. Also $|k^{i\gamma}|=e^{-\gamma\arg k}$, and $\arg k$ lies between $-5\pi/4$ and $-\pi/4$. Hence
\begin{equation}
|u|\le e^{5\pi\gamma/4}\,\frac{\sqrt2}{|\tau|}\int_{-\infty}^{\infty}e^{-s^2/2}ds
=\frac{2\sqrt\pi\,e^{5\pi\gamma/4}}{|\tau|}\;\to\;0 .
\end{equation}
State $a$ is empty in the distant past, as required.

In Eq.~\eqref{eq:w} the Gaussian keeps $s$ of order one, while $k/\tau\to1$. There $k\approx|\tau|e^{-i\pi}$, so $k^{i\gamma}\to|\tau|^{i\gamma}e^{\pi\gamma}$ and
\begin{equation}
|w|\to\frac{\sqrt{2\pi}}{g}\,e^{\pi\gamma}\qquad(\tau\to-\infty).
\label{eq:early}
\end{equation}

Q: Could another solution also start in $b$ and end differently?

A: Only one differing by a constant factor. If two independent solutions both had $u\to0$, one could combine them into an orthonormal pair. Their inner product is conserved and must be zero, yet in the past it would have modulus $|b_1^*b_2|\to1$. That is a contradiction.

Q: For $\tau>0$ your straight line passes above the origin. You can't use the same deformation.

A: Correct. The line now meets the cut at $k=i\tau$, and $C$ becomes three parts:
\begin{enumerate}
\item The line from its upper left end to $i\tau$. Here $s<-\sqrt2\,\tau$ and $|k^{i\gamma}|\le e^{3\pi\gamma/2}$, so the Gaussian makes this part vanish as $\tau\to\infty$.
\item A path down the left side of the cut and up the right side. With $k=i\kappa$,
\begin{equation}
-\tfrac{i}{2}(i\kappa-\tau)^2=\tfrac{i}{2}\kappa^2-\kappa\tau-\tfrac{i}{2}\tau^2 ,
\end{equation}
so the integrand of Eq.~\eqref{eq:w} decays as $e^{-\kappa\tau}$. The two sides have $\arg k=-3\pi/2$ and $\pi/2$, and together they contribute at most $(e^{3\pi\gamma/2}+e^{-\pi\gamma/2})/\tau$ to the integral. The turn around the origin adds nothing, because $k^{i\gamma}$ is bounded there.
\item The rest of the line, which contains the Gaussian peak at $k=\tau$. Now $\arg k=0$ at the peak, and $|k^{i\gamma}|\to1$.
\end{enumerate}
Therefore
\begin{equation}
|w|\to\frac{\sqrt{2\pi}}{g}\qquad(\tau\to+\infty).
\label{eq:late}
\end{equation}

Q: So where does the exponential come from physically and mathematically?

A: Mathematically, the peak moves from negative to positive $k$, and the contour forces its argument to go from $-\pi$ to $0$ below the branch point. That half turn changes $|k^{i\gamma}|$ from $e^{\pi\gamma}$ to $1$. The probability of keeping the spin is the squared ratio of Eqs.~\eqref{eq:late} and \eqref{eq:early}, namely $e^{-2\pi\gamma}$. The coupling matrix is Hermitian, so $|u|^2+|w|^2$ is conserved and the rest has changed spin:
\begin{equation}
P=1-\exp\!\left(-\frac{2\pi|V|^2}{v\,\Delta F}\right).
\label{eq:lz}
\end{equation}
In other unit systems the denominator is $\hbar v\,\Delta F$.

Physically, the adiabatic energies relative to their mean are $\pm\sqrt{(\alpha t/2)^2+|V|^2}$, with a smallest gap of $2|V|$. A slow system follows one adiabatic curve, whose spin character changes at the crossing. Keeping the spin means hopping between the adiabatic curves. The exponential in Eq.~\eqref{eq:lz} is thus the adiabatic hopping probability, and its complement is the spin change.

\section{Two limits}

Q: Show me a check that doesn't use the contour.

A: For weak coupling put $w=1$ on the right of the first of Eqs.~\eqref{eq:uw}. To first order in $g$,
\begin{equation}
u(\infty)=-ig\int_{-\infty}^{\infty}e^{i\tau^2/2}d\tau
=-ig\,e^{i\pi/4}\int_{-\infty}^{\infty}e^{-s^2/2}ds
=-ig\,e^{i\pi/4}\sqrt{2\pi},
\end{equation}
where the path was rotated by $\tau=se^{i\pi/4}$. Hence $P\approx2\pi\gamma$, which is the leading term of Eq.~\eqref{eq:lz}. In this regime $P$ grows as $|V|^2$ and falls as $1/v$.

In the opposite limit, $\gamma\gg1$, the formula gives $P\to1$. A slower passage changes the spin more surely, as long as the velocity can still be treated as constant.

Direct integration of the time-dependent equations tests Eq.~\eqref{eq:lz} between these limits and for both orders of the slopes. At $\gamma=0.02$, integration and formula both give $0.1181$; at $\gamma=0.6$ both give $0.977$. The contour solution was tested separately at $\gamma=0.2$. In units of $\sqrt{2\pi}/g$, $|w|$ is $1.8743$ at $\tau=-40$, against the limit $e^{\pi\gamma}=1.8745$. Direct integration then carries this solution to $\tau=+40$. There $|w|$ itself still has a correction of order $1/\tau$, so the amplitude is taken in the adiabatic state that tends to $b$, which has the same limit. Its modulus is $1.0000$, against the limit $1$.

\section{A triplet has three sublevels}

Q: Your model has two states. A singlet and a triplet make four.

A: Suppose the three sublevels $|T_M\rangle$ are degenerate and have the same slope. Let $V_M=\langle S|H|T_M\rangle$ and define
\begin{equation}
|B\rangle=\frac1V\sum_M V_M^*|T_M\rangle,\qquad V^2=\sum_M|V_M|^2 .
\end{equation}
The coupling takes $|S\rangle$ to $\sum_M V_M^*|T_M\rangle=V|B\rangle$. Any triplet combination $|D\rangle$ orthogonal to $|B\rangle$ has $\langle S|H|D\rangle=V\langle B|D\rangle=0$. The singlet therefore meets one bright state with coupling $V$, and two dark states take no part. Equation~\eqref{eq:lz} holds with this $V$.

Q: And if the molecule starts in the triplet?

A: For two states, the probability of going from $|B\rangle$ to $|S\rangle$ equals that of the reverse change, because the rows and columns of a unitary $2\times2$ matrix are normalized. A start in $|T_M\rangle$ has weight $|\langle B|T_M\rangle|^2=|V_M|^2/V^2$ in the bright state, so
\begin{equation}
P_{T_M\to S}=P\,\frac{|V_M|^2}{V^2}=P_{S\to T_M}.
\end{equation}
The second equality follows because the changed population sits in $|B\rangle$ and has the same weight in $|T_M\rangle$. An equal mixture of the three sublevels reaches the singlet with probability $P/3$. This factor must not be lost when forward and backward spin changes are compared.

\section{Numbers for a model precursor}

Q: Put in numbers, and say where they come from.

A: They are round model parameters for no particular compound. A low-spin singlet is stretched through a crossing with a triplet. The couplings to three sublevels $x,y,z$ are $4.8$, $6.0$ and $6.4\times10^{-4}$ hartree, $\Delta F=0.020$ hartree/bohr, and $v=1.0\times10^{-3}$ atomic units. Then
\begin{align}
V^2&=(23.04+36.00+40.96)\times10^{-8}=1.0\times10^{-6},\\
\alpha&=(1.0\times10^{-3})(0.020)=2.0\times10^{-5},\\
\gamma&=\frac{1.0\times10^{-6}}{2.0\times10^{-5}}=0.050,\\
P&=1-e^{-2\pi(0.050)}=1-e^{-0.3142}=0.270 .
\end{align}
So 27\% of passages change the spin and 73\% keep it. The weak-coupling estimate, $0.314$, is about 17\% too high relative to $P$.

The changed population divides as $0.062$, $0.097$ and $0.110$ over $x$, $y$ and $z$. A four-state integration tests these shares in both directions. An unpolarized triplet would reach the singlet with probability $0.270/3=0.090$.

Q: How sensitive is this to the velocity?

A: Halving $v$ doubles $\gamma$ and raises $P$ to $0.467$. Doubling $v$ lowers it to $0.145$. Neither change is quite a factor of two, because $P$ is already bending away from its weak-coupling line.

\section{Where the formula stops}

Q: The nuclei don't move at constant velocity on sloping curves. Why should I believe $0.27$?

A: Compare energies over the region where the spin changes. For small $\gamma$ its length is set by $|\tau|\sim1$, that is, $\sqrt{v/\Delta F}=0.22$ bohr, crossed in $1/\sqrt\alpha=224$ atomic units, or $5.4$ fs. For large $\gamma$ the scale is instead $V/\Delta F$, the distance at which the diabatic gap equals the coupling, and the spin change is spread over several such lengths; here $V/\Delta F$ is only $0.05$ bohr. The linear region should be several times longer than both scales.

Let the two slopes be $\pm\Delta F/2$ and the reduced mass $20$ u. The kinetic energy at the crossing is $0.0182$ hartree. Over $0.22$ bohr each diabatic energy changes by $0.0022$ hartree, 12\% of that. Since kinetic energy varies as $v^2$, the velocity changes by about 6\%. The coupling is about 5\% of the kinetic energy.

These ratios suggest a modest error but don't give its size. A quantum wavepacket supplies a test. It moves on diabats $\pm(\Delta F L/2)\tanh(x/L)$ with $L=1$ bohr, which are linear near the crossing and flat far away, and the singlet is coupled to the bright triplet state. The packet starts in the lower adiabatic state, and $P$ is counted as the population of that state beyond the crossing, where it is triplet up to a singlet admixture of about $0.25\%$. This gives $P=0.269$, and no reflected part is visible to the printed precision. The difference from Eq.~\eqref{eq:lz} is below 1\% of $P$. The result supports the formula for these parameters, not for every mass and slope. They describe a fast passage: $0.0182$ hartree is $0.50$ eV, about ten times $k_BT$ at $600$ K. At a typical thermal speed the kinetic energy along the bond, about $k_BT/2$, would be no larger than the coupling, and the constant-velocity formula could not be trusted.

Q: When would you refuse to use it?

A: When the bond turns round near the crossing. Equation~\eqref{eq:lz} would give $P\to1$ as $v\to0$, but there $x=vt$ is no longer the motion. I would also refuse if the coupling varied over the crossing region, or if the surroundings disturbed the relative phase within those few femtoseconds. A sublevel splitting that is not negligible during the passage changes the shares of the sublevels, even where the total change from the singlet stays the same.

Q: A vibrating bond comes back. Can I apply the formula twice?

A: You can if both spin branches turn round and recross from the same side, and if the two passages are well separated, have equal speed, and have a relative phase that averages out. For two states the spin differs from the initial one if it changed on the first passage and not on the second, or the reverse:
\begin{equation}
P_{\mathrm{two}}=P(1-P)+(1-P)P=2P(1-P).
\end{equation}
If the phase is fixed, the two routes interfere. Each has an amplitude of modulus $\sqrt{P(1-P)}$, so the result lies between $0$ and $4P(1-P)$. The single-passage probability then isn't enough, and the phase gathered between the crossings must be calculated. With opposite slopes such as $\pm\Delta F/2$ the first condition fails. The part that changed spin runs downhill and leaves, and only the part that kept its spin climbs and returns. If both rising branches turn the motion back, that part can recross repeatedly, and the phase-averaged sum over routes is
\begin{equation}
P+(1-P)P(1-P)\left(1+P^2+P^4+\dots\right)=\frac{2P}{1+P},
\end{equation}
which is $0.425$ for $P=0.270$, against $2P(1-P)=0.394$. The numerical output below gives the single-passage values used here.

\section*{Computed values}
\begin{verbatim}
MODEL INPUT
coupling to triplet sublevel x: 4.80e-04 hartree
coupling to triplet sublevel y: 6.00e-04 hartree
coupling to triplet sublevel z: 6.40e-04 hartree
slope difference dF: 0.020 hartree/bohr
velocity v: 1.00e-03 a.u.
reduced mass: 20.0 u
RESULTS
effective coupling V: 1.000e-03 hartree
minimum adiabatic gap 2V: 2.000e-03 hartree
sweep rate alpha = v dF: 2.000e-05 a.u.
gamma = V^2/alpha: 0.0500 (no unit)
exponent 2 pi gamma = weak-coupling P: 0.3142 (no unit)
probability of keeping the spin: 0.7304 (no unit)
spin-change probability P, formula: 0.2696 (no unit)
P, four-state time integration: 0.2696 (no unit)
P, quantum wavepacket: 0.2692 (no unit)
wavepacket fraction transmitted: 1.00000 (no unit)
sublevel x: S->T 0.0621, T->S 0.0621, formula 0.0621 (no unit)
sublevel y: S->T 0.0971, T->S 0.0971, formula 0.0971 (no unit)
sublevel z: S->T 0.1104, T->S 0.1104, formula 0.1104 (no unit)
unpolarized triplet to singlet: 0.0899 (no unit)
SCALES
length sqrt(v/dF): 0.2236 bohr
length V/dF: 0.0500 bohr
time 1/sqrt(alpha): 223.6 a.u. = 5.41 fs
kinetic energy at crossing: 0.01823 hartree
energy dF/2 * sqrt(v/dF): 0.00224 hartree
VELOCITY DEPENDENCE
v = 5.0e-04 a.u.: P integrated 0.4665, formula 0.4665 (no unit)
v = 1.0e-03 a.u.: P integrated 0.2696, formula 0.2696 (no unit)
v = 2.0e-03 a.u.: P integrated 0.1454, formula 0.1454 (no unit)
COUPLING SCAN
gamma = 0.001: P integrated 0.00626, formula 0.00626 (no unit)
gamma = 0.020: P integrated 0.11809, formula 0.11809 (no unit)
gamma = 0.200: P integrated 0.71540, formula 0.71539 (no unit)
gamma = 0.600: P integrated 0.97694, formula 0.97695 (no unit)
CONTOUR SOLUTION, |w| in units of sqrt(2 pi/gamma)
gamma used: 0.20 (no unit)
|w| at tau = -40: 1.8743, limit exp(pi gamma): 1.8745 (no unit)
|w| at tau = +40: 1.0000 (no unit)
\end{verbatim}
